# Choosing Dephasing Time and Replica Number in Parallel-Replica Dynamics

An ab initio molecular-dynamics run that waits for a rare atomic hop can be spread over $N$ replicas. The user must then decide how long the replicas are dephased before their times are added up. Too long a dephasing wastes force evaluations. Too short a dephasing gives a wrong switching time, and the error grows with $N$: in the example below, a dephasing time that costs one trajectory about 1 % in its mean escape time costs 128 replicas 65 %.

## The dynamics and the state

The analysis uses one coordinate $x$ with overdamped thermal motion, advanced in steps $\Delta t$:

$$x'=x+\frac{D\,\Delta t}{k_BT}f(x)+\sqrt{2D\,\Delta t}\;\xi ,\qquad f=-\frac{dU}{dx}.$$

Here $\xi$ is a standard normal number, fresh at each step, and $D=k_BT/(m\gamma)$ for mass $m$ and friction rate $\gamma$. The potential is a tilted double well,

$$U(x)=E_b\left[(x/a)^2-1\right]^2-Fx ,$$

where $F$ is a constant force. Its left minimum, saddle and right minimum are $x_L<x_s<x_R$. The state $W$ is the region $x<x_s$, and an exit is recorded at the first step that ends outside $W$.

Let $p(x,y)$ be the probability density of a step from $x$ to $y$. The probability $S_x(k)$ that a trajectory started at $x$ is still in $W$ after $k$ steps obeys

$$S_x(0)=1,\qquad S_x(k)=\int_W p(x,y)\,S_y(k-1)\,dy .$$

The quasi-stationary distribution (QSD) $\nu$ is the distribution in $W$ that keeps its shape while losing weight:

$$\int_W \nu(x)\,p(x,y)\,dx=\theta\,\nu(y),\qquad \int_W\nu(x)\,dx=1 .$$

Integrating over $y$ in $W$ shows that $\theta$ is the survival probability per step. From $\nu$, the surviving density after $k-1$ steps is $\theta^{k-1}\nu$. The probability of leaving at step $k$ into a set $B$ outside $W$ is therefore

$$\theta^{k-1}(1-\theta)\,\eta(B),\qquad \eta(B)=\frac{1}{1-\theta}\int_W\nu(x)\int_B p(x,y)\,dy\,dx .$$

It is a product of a function of time and a function of place, so exit time and exit point are independent.

## Why replica times may be added

Start $N$ replicas independently from $\nu$, labelled $1,\dots,N$. Let $k$ be the first step at which any replica exits, and $J$ the lowest label among those that exit then. Credit the time, in steps,

$$T=N(k-1)+J .$$

This event, with exit point in $B$, requires three things:

- replicas $1,\dots,J-1$ survive $k$ steps, with probability $\theta^{k(J-1)}$;
- replica $J$ exits at step $k$ into $B$, with probability $\theta^{k-1}(1-\theta)\eta(B)$;
- replicas $J+1,\dots,N$ survive $k-1$ steps, with probability $\theta^{(k-1)(N-J)}$; what they do at step $k$ is irrelevant.

The exponents of $\theta$ add up to

$$k(J-1)+(k-1)+(k-1)(N-J)=N(k-1)+J-1=T-1 .$$

The joint probability is $\theta^{T-1}(1-\theta)\eta(B)$, which is the law of one trajectory started from $\nu$. Hence $P(T>m)=\theta^m$ for every $N$. With $\lambda=-\ln\theta$ small, the physical time $t=T\Delta t$ has the exponential law $e^{-\lambda t/\Delta t}$.

The label rule makes the statement exact for finite steps. Crediting $Nk$ instead adds $N-J$ steps, which is less than a fraction of about $N\lambda$ of the mean. The proof uses two properties of the starts: each has the distribution $\nu$, and they are independent. Dephasing has to supply both.

## What a short dephasing does

Suppose each replica starts at a fixed point and runs with its own noise for $n$ steps. If it leaves $W$, it is discarded and a new one runs the full $n$ steps. With $S(k)$ the survival from the starting point, an accepted replica has the later survival

$$S_n(k)=\frac{S(n+k)}{S(n)} .$$

After the fastest transients, two decaying modes remain, $S(k)\simeq c_1\theta_1^k+c_2\theta_2^k$, with $\theta_1=\theta$. Define $\rho=c_2/c_1$ and $r=\theta_2/\theta_1=e^{-g}$; the gap $g$ is the relaxation rate per step. Then

$$S_n(k)=\theta^k\,\frac{1+\rho r^{n+k}}{1+\rho r^n}\simeq\theta^k\left[1+\varepsilon(1-r^k)\right],\qquad \varepsilon=-\rho r^n ,$$

to first order in $\rho r^n$. If $\rho>0$, survival at first falls faster than $\theta^k$, because too many replicas are still near the exit. If $\rho<0$, it falls more slowly.

All $N$ replicas survive with probability $S_n^N$. When little is lost per step, the sum for the mean credited time becomes an integral over the step number $t$, and each step credits $N$:

$$\langle T\rangle\simeq N\int_0^\infty S_n(t)^N dt\simeq N\int_0^\infty e^{-N\lambda t}\left[1+N\varepsilon(1-e^{-gt})\right]dt .$$

The second form requires $N|\varepsilon|\ll1$. The integrals are elementary:

$$\langle T\rangle\simeq\frac1\lambda+N^2\varepsilon\left[\frac{1}{N\lambda}-\frac{1}{N\lambda+g}\right]
=\frac1\lambda\left[1+\frac{N\varepsilon g}{g+N\lambda}\right].$$

The relative bias of the mean is thus

$$b=-\frac{N\rho\,g}{g+N\lambda}\,e^{-gn} .$$

Solving $|b|=\delta$ for $n$ gives the setting:

$$n=\frac1g\ln\!\left[\frac{N|\rho|}{\delta}\,\frac{g}{g+N\lambda}\right].$$

For $N\ll g/\lambda$, $n$ grows as $\ln N$: each doubling of the replica number costs $(\ln2)/g$ more steps. For $N\gg g/\lambda$, the first exit comes before the replicas have relaxed further, and $n$ approaches $g^{-1}\ln[|\rho|g/(\lambda\delta)]$. The integral form still requires $N\lambda\ll1$ per step.

## Numbers for an ion hop

The example is one oxygen-ion hop in a Joule-heated hafnia memory filament, with rough parameters. The barrier before tilt is $E_b=0.5$ eV and the wells are $2a=0.30$ nm apart. A charge of $2e$ in a local field of 3 MV/cm, or 0.3 V/nm, feels $F=0.60$ eV/nm. At 900 K, $k_BT=0.0776$ eV, and the tilted barrier from the left is 0.413 eV, or $5.3\,k_BT$. The friction rate is $10^{14}$ s$^{-1}$ and the step 0.005 ps.

Quadrature of the step density gives $1-\theta=4.70\times10^{-5}$, so the mean exit time from the QSD is 21,294 steps, or 106.5 ps. This value belongs to the chosen step, since excursions across the saddle within a step are not seen; a step four times shorter gives about 102 ps. The gap is $g=0.0324$ per step, a relaxation time of 0.154 ps, and $g/\lambda=690$. For starts one rms noise step inside the saddle, $\rho=0.252$.

For $N=128$ and $\delta=0.01$, $N\lambda=0.0060$ and $g/(g+N\lambda)=0.844$, so

$$n=\frac{1}{0.0324}\ln\frac{128\times0.252\times0.844}{0.01}\simeq244 ,$$

or 1.22 ps. The full survival sum at this $n$ gives a bias of $-0.99$ %, and the first-order formula $-1.00$ %. For $N=16$ and $N=1024$ the required times are 0.93 and 1.43 ps, again with close agreement. The large-$N$ limit is about 300 steps, or 1.5 ps.

Simulation of 1200 parallel stages with $N=128$ and 266 dephasing steps, for a predicted bias of 0.5 %, gave a mean of $104.9\pm3.0$ ps against 106.5 ps. The ratio of standard deviation to mean was 0.996, where an exponential law has 1. The correlation between exit time and exit point was $-0.005$, compatible with zero for this sample size.

With 102 dephasing steps, or 0.51 ps, the same procedure gave $37.6\pm2.1$ ps. The survival sum predicts 37.8 ps, a factor 0.355 of the true mean. Here $\rho r^n=0.0092$, so a single trajectory would be wrong by only about 1 %; but $N\rho r^n=1.2$, and the first-order formula no longer holds. The two-mode expression shows what happens instead. At late times

$$S_n(t)^N\to(1+\rho r^n)^{-N}e^{-N\lambda t}\simeq0.31\,e^{-N\lambda t}.$$

The tail has the correct slope but less than a third of its proper weight; the rest has gone into early exits. The two-mode value is approximate here, because after so short a dephasing faster modes still contribute; with all modes included the weight is 0.28. A rate fitted to the tail alone would not reveal the fault, whereas the mean and the full distribution do. With no dephasing at this starting point, the predicted mean is 0.033 ps, too short by a factor of about 3200.

## Copying one configuration is a different error

Suppose the reference trajectory has relaxed well, so that its position $x$ is distributed as $\nu$, and all $N$ replicas are started from that same $x$. Each replica, taken alone, has the right distribution, but the starts are not independent. For given $x$ all survive with probability $S_x(t)^N$. Averaging over $x$ and using Jensen's inequality for the convex function $s^N$,

$$\int_W\nu(x)\,S_x(t)^N dx\;\ge\;\left[\int_W\nu(x)\,S_x(t)\,dx\right]^N=e^{-N\lambda t}.$$

Integrating $N$ times both sides over $t$ gives a mean credited time of at least $1/\lambda$: the clock credits too much time, and the escape appears too slow. Until their separate noise has spread them, the copies explore the same part of the well, yet the clock credits $N$ independent searches.

With the label rule, the average contains $A^{N-j}B^j$, where $A=S_x(k-1)$ and $B=S_x(k)$. Both fall as $x$ moves towards the saddle if two trajectories with the same noise keep their order, which holds when $1+(D\Delta t/k_BT)f'(x)>0$. In the example this fails only beyond about $-0.54$ nm, where $U$ is near 70 eV, so such points carry no practical weight. Quantities that rise and fall together have a non-negative covariance, hence

$$\langle A^{N-j}B^j\rangle\ge\langle A^{N-j}\rangle\langle B^j\rangle\ge\langle A\rangle^{N-j}\langle B\rangle^j ,$$

and the conclusion is unchanged.

The computed ratio of the copied-start mean to the true mean is 1.02 for $N=16$, 1.28 for $N=128$ and 3.35 for $N=1024$. In the last case the true clock would give a first exit after $21{,}294/1024\simeq21$ steps on average, less than the relaxation time of 31 steps, so the copies have little time to separate. Simulation with $N=128$ gave $135.9\pm3.1$ ps, against a predicted 136.5 ps.

The two faults have opposite signs here: starts near the saddle make the credited time too short, and copied relaxed starts make it too long. A plausible mean could therefore hide both.

## The complete algorithm

An exit from $W$ is not yet a switch, because a trajectory just past the saddle can return. A complete run therefore repeats four operations:

1. Decorrelation: run one reference serially, adding its steps to the clock, until it has spent $n_c$ consecutive steps in $W$. Stop if it reaches $x_R$.
2. Dephasing: prepare $N$ independent replicas, each with $n$ steps of survival.
3. Parallel stage: run to the first exit and add $T$ to the clock.
4. Take the exit point as the new position of the reference and return to operation 1.

Dephasing steps are not added to the clock, since they only prepare samples. Decorrelation justifies replacing the reference by a draw from $\nu$. It concerns one trajectory, so its bias follows from the formula with $N=1$. For 0.5 %, taking the same $\rho$ for the actual entry points,

$$n_c=\frac{1}{0.0324}\ln\frac{0.252}{0.005}\simeq121 .$$

At finite $n$ and $n_c$ the algorithm is approximate; both errors vanish as these times grow.

The switching time has an independent reference. The mean number of steps $\tau(x)$ from $x$ to the region beyond $x_R$ satisfies

$$\tau(x)=1+\int_{-\infty}^{x_R}p(x,y)\,\tau(y)\,dy ,$$

because one step is always taken and the remaining time is then averaged. Solving it from $x_L$ gives 191.6 ps.

For vanishing $\Delta t$, with $\tau$ now in time units and $\beta=1/k_BT$, the equation becomes $D(\tau''-\beta U'\tau')=-1$. Multiplying by $e^{-\beta U}/D$ turns the left side into a derivative, $(e^{-\beta U}\tau')'=-e^{-\beta U}/D$. Integrating from $-\infty$, where $e^{-\beta U}\tau'$ vanishes, and then from $x_L$ to $x_R$ with $\tau(x_R)=0$ gives

$$\tau(x_L)=\frac1D\int_{x_L}^{x_R}e^{\beta U(y)}\int_{-\infty}^{y}e^{-\beta U(z)}\,dz\,dy=192.8\ \text{ps}.$$

The time-step error of the switching time is thus $-0.6$ %.

In 800 complete runs, with replicas dephased for 266 steps from the left minimum, the mean was $198.4\pm7.2$ ps, in agreement with 191.6 ps. Each run needed 1.8 parallel stages on average, because of returns across the saddle. When the replicas were copies of the reference, the mean was $250.6\pm8.0$ ps, a factor $1.31\pm0.04$ too long. This matches the single-stage factor of 1.28.

## What more replicas buy

Leaving aside recrossings and rejected starts, one stage costs $n_c+n+1/(N\lambda)$ steps of elapsed time and advances the clock by about $1/\lambda$. The speedup is therefore roughly

$$\frac{1/\lambda}{n_c+n+1/(N\lambda)}=\frac{21{,}294}{121+266+166}\simeq39 .$$

The complete runs gave 35, with serial recrossings included and rejected starts still not counted. Rejections matter when all replicas wait for the slowest: from the left minimum only 0.9 % of starts fail, but with 128 replicas the mean dephasing time rises from 266 to about 400 steps, which lowers the estimate from 39 to about 31. These figures are conservative, because $n=266$ was derived for starts near the saddle. From the left minimum $\rho\simeq-0.007$, the first-order formula asks for only about 153 steps at 0.5 %, and the estimate without rejections would be about 48. With $n$ and $n_c$ held fixed, the estimate cannot exceed $21{,}294/387\simeq55$ for any $N$. Extra replicas help as long as $1/(N\lambda)$ is not small against $n_c+n$.

Rarer events are more favourable. In this model the harmonic relaxation rate $DU''(x_L)/k_BT=U''(x_L)/(m\gamma)$ does not contain the temperature explicitly. At 300 K and the same field the switching time is 7.7 µs, while relaxation should still take only a fraction of a picosecond.

## How far the example describes a device

The barrier, hop length and field are rough values for vacancy motion in hafnia. The friction rate was chosen to make the motion overdamped; it is about three times the ion's angular vibration frequency in the well, $3\times10^{13}$ s$^{-1}$, and is not a measured property. Kramers theory puts the inertial correction to the rate at a factor 0.95 for this friction, but a friction of $10^{13}$ s$^{-1}$ would give 3.5 times the rate of the overdamped model used here, the largest of the effects sized here. A second doubly charged vacancy 1 nm away, with relative permittivity 20, changes the force by about 0.29 eV/nm. Treated as a uniform extra force, this multiplies the switching time by 0.62 or 1.65, depending on its direction; with the 1 nm measured from the starting site or the midpoint of the hop, the variation of the Coulomb force over the hop shifts these factors by up to about 10 %; measured from the final site, the shift reaches about 40 %. A temperature of 850 K multiplies it by 1.36; the quantum correction to the rate is below 0.5 % (0.46 % without friction, about 0.42 % at the friction used). Real filaments also break the assumption of a single hop in a fixed field. At 300 K without field this hop takes 0.21 ms, so it cannot by itself represent a memory state that must last for years. The 0.19 ns found at 900 K is the time of one model hop and not a device switching time.

## Guidance for a run

- Estimate $g$ from the slowest relaxation inside the state, not from the curvature at the minimum alone. Here the harmonic estimate is 0.10 ps, against a true relaxation time of 0.154 ps, and would make the dephasing about a third too short.
- Choose $n$ from the formula with the intended $N$, and recompute it when $N$ changes. If $\rho$ is unknown, $|\rho|=1$ is a trial value and not a bound.
- Give each replica its own noise throughout dephasing. If it exits, discard it and run a new one for the full $n$ steps.
- Repeat a sample of stages with $n$ doubled and with $N$ changed. An unbiased clock gives the same mean. Resolving a relative difference $\delta$ takes on the order of $1/\delta^2$ stages.
- Compare the whole distribution of $T$ with the exponential law, including its early part.

In molecular dynamics with velocities, $x$ stands for positions and momenta together. The clock proof carries over if the dynamics is Markovian and a QSD exists; the ordering argument does not. The second eigenvalue may then be complex, in which case the bias oscillates within an envelope $|r|^n$. If crossing a barrier inside the state is about as slow as leaving the state, $g$ is comparable with $\lambda$, and dephasing costs as much as waiting for the event. The state should then be divided, or the run left serial. The numerical output follows below.

## Computed values

```
barrier before tilt 0.5 eV; well separation 0.30 nm
charge 2 e; field 3.0 MV/cm; force 0.60 eV/nm
temperature 900 K; kT 0.07756 eV; friction 1e+14 1/s
ion mass 16 u; diffusion 0.00468 nm^2/ps
left min, saddle, right min -0.14650 -0.00676 0.15327 nm
barrier from left 0.4131 eV = 5.326 kT
time step 0.005 ps; rms noise per step 0.00684 nm; replicas 128
exit probability per step from QSD 4.6962e-05
mean exit time from QSD 21294 steps = 106.47 ps
relaxation gap 0.03242 per step; gap time 0.1542 ps
ratio gap/lambda 690.4; entry-point rho 0.252
N=16: dephasing for 1 % bias 185 steps = 0.925 ps
  bias exact -0.983 %, first order -0.977 %
  copied-start mean / true mean 1.0214
N=128: dephasing for 1 % bias 244 steps = 1.220 ps
  bias exact -0.993 %, first order -0.996 %
  copied-start mean / true mean 1.2820
N=1024: dephasing for 1 % bias 286 steps = 1.430 ps
  bias exact -0.969 %, first order -0.974 %
  copied-start mean / true mean 3.3453
good dephasing 266 steps = 1.330 ps
short dephasing 102 steps = 0.510 ps
decorrelation 121 steps = 0.605 ps
parallel stages sampled 1200; full runs sampled 800
good: mean 104.86 +- 3.02 ps
good: std/mean 0.996; scaled KS 0.614
short: mean 37.57 +- 2.14 ps
short: predicted 37.76 ps; ratio 0.3547
short: scaled KS to geometric 17.49, to own law 0.70
no dephasing at entry point: predicted mean 0.0328 ps
copied: mean 135.87 +- 3.14 ps
copied: predicted 136.50 ps
overshoot sampled 0.00386 nm, kernel 0.00397 nm
correlation of exit time and overshoot -0.005
switching, ParRep 198.4 +- 7.2 ps
switching, chain equation 191.6 ps; continuum 192.8 ps
time-step error -0.61 %
switching, copied replicas 250.6 +- 8.0 ps
parallel stages per switch 1.785
speedup, rejected starts not counted 34.7
inertia: rate factor 0.952
friction 1e13 1/s: rate factor 3.49
leading quantum correction: rate factor 1.0046
850 K instead of 900 K: time factor 1.360
vacancy at 1 nm, permittivity 20: 0.288 eV/nm
  time factor aiding 0.619, opposing 1.652
same field at 300 K: switching time 7.665 us
zero field at 300 K: hop time 212.33 us
```
